# Birefringence of cubic crystals from the wavevector-squared permittivity

A lens blank for deep-ultraviolet light is cut from a cubic crystal of full cubic symmetry, such as calcium fluoride, annealed until little stress remains, and placed in a polarimeter. Viewed along a cube axis or a body diagonal it shows no intrinsic birefringence. Viewed along a face diagonal it can retard one linear polarization against the other by tens of nanometres over a few centimetres. A permittivity that depends on frequency alone cannot explain this, because cubic symmetry reduces a second-rank tensor to a multiple of the unit tensor. The missing ingredient is the variation of the field from one unit cell to the next, which makes the permittivity depend on the wavevector.

Fields vary as \(\exp(i\mathbf q\cdot\mathbf r-i\omega t)\), and \(\mathbf q=nk_0\mathbf s\), where \(\mathbf s\) is a unit vector, \(n\) the refractive index, \(k_0=\omega/c=2\pi/\lambda\), and \(\lambda\) the vacuum wavelength. The crystal is transparent and non-magnetic, with no static magnetic field. All induced current is included in \(\mathbf D=\varepsilon_0\,\varepsilon(\mathbf q,\omega)\mathbf E\). The cell edge \(a\) satisfies \(qa\ll1\).

## First derivation: symmetry and Maxwell's equations

**The allowed tensor.** At fixed frequency,
\[
\varepsilon_{ij}(\mathbf q)=\varepsilon\,\delta_{ij}+\gamma_{ijk}q_k+\alpha_{ijkl}q_kq_l+\dots
\]
Repeated indices are summed here. Time-reversal symmetry of the medium gives \(\varepsilon_{ij}(\mathbf q)=\varepsilon_{ji}(-\mathbf q)\). Hence \(\gamma_{ijk}\) is antisymmetric in \(ij\), while \(\alpha_{ijkl}\) is symmetric in \(ij\). It may also be taken symmetric in \(kl\), since it multiplies \(q_kq_l\).

An antisymmetric pair is equivalent to an axial vector, so \(\gamma_{ijk}=e_{ijm}G_{mk}\), with \(e_{ijm}\) the alternating symbol and \(G\) a second-rank pseudotensor. Cubic rotations force \(G_{mk}=g\,\delta_{mk}\). A reflection or an inversion reverses the sign of \(g\), so \(g=0\) in any class that contains such an operation.

For the quadratic term, consider how often each axis label occurs among the four indices. The total is even, so either no label or two labels occur an odd number of times. Suppose \(x\) and \(y\) do. A half-turn about \(x\) reverses \(y\) and \(z\), and changes the sign of the component, which must vanish. The survivors have the types \(\alpha_{1111}\), \(\alpha_{1122}\) and \(\alpha_{1212}\). Threefold rotations equate components related by \(1\to2\to3\to1\), but still allow \(\alpha_{1122}\ne\alpha_{1133}\).

The last equality needs a further operation. A fourfold rotation (class \(O_h\)) or a fourfold rotation-reflection (class \(T_d\)) about \(z\) exchanges \(x\) and \(y\) up to signs. It gives \(\alpha_{1122}=\alpha_{2211}\), and the cyclic rule gives \(\alpha_{2211}=\alpha_{1133}\). Three constants remain, and
\[
\varepsilon_{11}-\varepsilon=\alpha_{1111}q_1^2+\alpha_{1122}(q_2^2+q_3^2),\qquad
\varepsilon_{12}=2\alpha_{1212}q_1q_2 .
\]
The factor 2 comes from the orders \(kl=12\) and \(21\). The same content can be written, with no sum in the last term, as
\[
\varepsilon_{ij}=\varepsilon\delta_{ij}+a_1q^2\delta_{ij}+a_2q_iq_j+a_3\delta_{ij}q_i^2 .
\]
Matching the coefficient of \(q_2^2\) in \(\varepsilon_{11}\), then \(\varepsilon_{12}\), then the coefficient of \(q_1^2\) in \(\varepsilon_{11}\), gives
\[
a_1=\alpha_{1122},\quad a_2=2\alpha_{1212},\quad
a_3=\alpha_{1111}-\alpha_{1122}-2\alpha_{1212}.
\]
The \(a_1\) and \(a_2\) terms have the same form in any rotated frame. The cubic anisotropy is therefore carried by \(a_3\).

The word "cubic" alone does not secure the result. In classes \(T_h\) and \(T\), a wave along 100 sees \(\varepsilon_{22}-\varepsilon_{33}=(\alpha_{1133}-\alpha_{1122})q^2\), which is generally not zero. In \(O\) and \(T\), which have no improper operations, \(g\) survives and produces optical activity. What follows holds for \(O_h\) and \(T_d\), with \(a_3\ne0\).

**The wave equation.** Maxwell's equations give
\[
n^2\,[\mathbf E-\mathbf s(\mathbf s\cdot\mathbf E)]=\varepsilon(\mathbf q)\mathbf E .
\]
Let \(l\) denote the component along \(\mathbf s\), and \(t\) the two transverse components. The left side has no \(l\) component, so \(\varepsilon_{ll}E_l+\varepsilon_{lt}E_t=0\). Eliminating \(E_l\) leaves
\[
n^2E_t=\left(\varepsilon_{tt}-\frac{\varepsilon_{tl}\varepsilon_{lt}}{\varepsilon_{ll}}\right)E_t .
\]
The mixed elements \(\varepsilon_{tl}\) are of order \(q^2\), so their product is of order \(q^4\) and is dropped. The \(a_2\) term has no transverse part, because \(\mathbf q\) is parallel to \(\mathbf s\). Therefore
\[
n_\pm^2=\varepsilon+a_1q^2+a_3q^2\mu_\pm ,
\]
where \(\mu_\pm\) are the eigenvalues of \(M=\mathrm{diag}(s_1^2,s_2^2,s_3^2)\) restricted to the transverse plane.

To leading order, \(q=n_0k_0\) with \(n_0=\sqrt\varepsilon\), and \(n_+^2-n_-^2=2n_0(n_+-n_-)\). Thus
\[
n_+-n_-=\tfrac12 a_3n_0k_0^2(\mu_+-\mu_-).
\]

**The direction law.** Set \(x_i=s_i^2\), so that \(x_1+x_2+x_3=1\), and define \(p=x_1x_2+x_2x_3+x_3x_1\) and \(t=x_1x_2x_3\). The transverse trace is the full trace minus the longitudinal element:
\[
\mu_++\mu_-=1-\sum_i x_i^2=2p .
\]
The transverse determinant is the cofactor of the longitudinal element, which is \(\mathbf s\cdot\mathrm{adj}(M)\mathbf s\). Since \(\mathrm{adj}(M)=\mathrm{diag}(x_2x_3,x_3x_1,x_1x_2)\), we get \(\mu_+\mu_-=3t\). Hence
\[
\Delta\mu\equiv\mu_+-\mu_-=\sqrt{4p^2-12t}=2\sqrt{p^2-3t}.
\]

Write \(A=x_2x_3\), \(B=x_3x_1\) and \(C=x_1x_2\). Then \(p=A+B+C\), and \(AB+BC+CA=t(x_1+x_2+x_3)=t\), so
\[
p^2-3t=\tfrac12\left[(A-B)^2+(B-C)^2+(C-A)^2\right].
\]
This vanishes if and only if \(A=B=C\). If the common value is nonzero, all \(x_i\) are equal, which gives the four 111 axes. If it is zero, two of the \(x_i\) vanish, which gives the three 100 axes. At this order a crystal of class \(O_h\) or \(T_d\) thus has seven optic axes.

Along 110, \(\mathbf s=(1,1,0)/\sqrt2\). Polarization along [001] has \(\mu=0\). Polarization along \([1\bar10]\) has \(\mu=\tfrac12\cdot\tfrac12+\tfrac12\cdot\tfrac12=\tfrac12\), and \(M\) does not mix the two. Consequently
\[
\boxed{\,n_{[1\bar10]}-n_{[001]}=\tfrac14a_3n_0k_0^2=\frac{\pi^2a_3n_0}{\lambda^2}\,}
\]

This is the largest splitting in any direction. To prove it, order \(x_1\ge x_2\ge x_3\) and consider
\[
(x_1-x_2)[x_1(x_1-x_3)-x_2(x_2-x_3)]+x_3(x_1-x_3)(x_2-x_3)\ge0 .
\]
Both terms are non-negative, and with unit sum the left side expands to \(1-4p+9t\). If \(p\le\tfrac14\), then \(p^2-3t\le p^2\le\tfrac1{16}\). If \(p>\tfrac14\), then \(t\ge(4p-1)/9\), and
\[
p^2-3t\le\tfrac1{16}+(p-\tfrac14)(p-\tfrac{13}{12})<\tfrac1{16},
\]
because \(p\le\tfrac13\). Equality needs \(p=\tfrac14\) and \(t=0\), which is a 110 direction.

**Small tilts.** The two kinds of optic axis respond differently to a tilt \(\theta\). Near 100, let \(\phi\) be the azimuth measured from 010. Then \(C\simeq\theta^2\cos^2\phi\), \(B\simeq\theta^2\sin^2\phi\), and \(A\) is of order \(\theta^4\). This gives
\[
\Delta\mu\simeq2\theta^2\sqrt{1-\tfrac34\sin^22\phi}.
\]
Near 111, put \(s_i=1/\sqrt3+\theta w_i\), with \(\sum w_i=0\) and \(\sum w_i^2=1\). Then \(x_i\simeq\tfrac13+\delta_i\) with \(\delta_i=2\theta w_i/\sqrt3\), and differences such as \(A-B\) become \((\delta_2-\delta_1)/3\). Since \(\sum_{i<j}(\delta_i-\delta_j)^2=3\sum\delta_i^2=4\theta^2\), we have \(p^2-3t\simeq4\theta^2/18\) and
\[
\Delta\mu\simeq\frac{2\sqrt2}{3}\,\theta .
\]
The splitting grows quadratically from a 100 axis but linearly from a 111 axis.

## Second derivation: coupled oscillators on a lattice

The same result can be reached without classifying tensors. Place an isotropic oscillator on each site of a face-centred cubic lattice and couple nearest neighbours. With photon energy \(W\), resonance energy \(W_0\) and \(G=W_0^2-W^2\), let the polarization obey
\[
G\,\mathbf P(\mathbf r)+\sum_{\mathbf R}K(\mathbf R)[\mathbf P(\mathbf r)-\mathbf P(\mathbf r+\mathbf R)]=\varepsilon_0F\,\mathbf E(\mathbf r).
\]
Here \(F\) is the oscillator strength and \(\mathbf E\) the macroscopic field. The coupling is \(K=K_T+\kappa\,\hat{\mathbf R}\hat{\mathbf R}\), with \(\kappa=K_L-K_T\), so \(K_L\) acts along a bond and \(K_T\) across it. For a plane wave, adding the bonds \(\pm\mathbf R\) gives
\[
\varepsilon(\mathbf q)=\varepsilon_b+F[G+D(\mathbf q)]^{-1},\qquad
D=\sum_{\mathbf R}K(\mathbf R)(1-\cos\mathbf q\cdot\mathbf R),
\]
where \(\varepsilon_b\) is a constant background. The \(K_T\) part is the same for all polarizations. Differences come from
\[
T=\sum_{\mathbf R}\hat{\mathbf R}\hat{\mathbf R}\,(1-\cos\mathbf q\cdot\mathbf R).
\]
The twelve bonds are \((a/2)(\pm1,\pm1,0)\) and their permutations.

**Along 100.** The four bonds in the \(yz\) plane have \(\mathbf q\cdot\mathbf R=0\) and drop out. The other eight have phase \(\pm qa/2\), and their off-diagonal elements cancel in pairs. Four of them contribute \(\tfrac12\) each to \(T_{yy}\), and the other four do the same for \(T_{zz}\):
\[
T_{yy}=T_{zz}=2\left(1-\cos\frac{qa}{2}\right).
\]

**Along 111.** Bonds such as \((1,-1,0)\) are perpendicular to \(\mathbf q\). The six bonds \(\pm(1,1,0)\), \(\pm(1,0,1)\) and \(\pm(0,1,1)\) have phase \(\pm qa/\sqrt3\). Their sum has diagonal elements 2 and off-diagonal elements 1, so
\[
T=\left(1-\cos\frac{qa}{\sqrt3}\right)(1+3\,\mathbf s\mathbf s).
\]
Both transverse polarizations have the same eigenvalue.

In these two directions the transverse waves obey identical equations. The birefringence of this model vanishes there without any expansion in \(q\).

**Along 110.** The bonds \(\pm(1,1,0)\) contribute to the longitudinal element alone, and \(\pm(1,-1,0)\) have zero phase. The remaining eight have phase \(\pm\psi\), with \(\psi=qa/(2\sqrt2)\), and contribute \(\mathrm{diag}(2,2,4)(1-\cos\psi)\). The transverse eigenvalues are therefore \(2(1-\cos\psi)\) for \([1\bar10]\) and \(4(1-\cos\psi)\) for [001]. There is no mixing with the longitudinal field, so each wave has \(n^2=\varepsilon_b+F/(G+D)\) with its own \(D\). For \(|D|\ll G\) and \(\psi\ll1\),
\[
n_{[1\bar10]}^2-n_{[001]}^2\simeq\frac{F}{G^2}\,2\kappa(1-\cos\psi)\simeq\frac{F\kappa a^2q^2}{8G^2}.
\]
The first derivation gives \(a_3q^2/2\) for this difference, so
\[
a_3=\frac{F(K_L-K_T)a^2}{4G^2}.
\]
Dividing by \(2n_0\), with \(q=n_0k_0\), reproduces the boxed law. The birefringence disappears when \(K_L=K_T\), that is, when the coupling takes no account of the bond direction.

## What each derivation assumes

The symmetry argument needs the point group, time-reversal symmetry and a convergent expansion in \(q\). It covers every direction and any microscopic mechanism, but it gives neither the size nor the sign of \(a_3\). A retardance \(\Gamma=(n_{[1\bar10]}-n_{[001]})L\), measured over a length \(L\) along 110, supplies it as \(a_3=\lambda^2\Gamma/(\pi^2n_0L)\). The constants \(a_1\) and \(a_2\) do not enter the leading birefringence.

The lattice argument assumes one isotropic resonance, a particular lattice and short-range couplings. In return it gives \(a_3\) and its dependence on frequency. It also shows where the expansion fails: as \(W\) approaches \(W_0\), \(G\) becomes comparable with \(D\), and neither the expansion nor the neglect of absorption is justified. With the parameters of the next section, the undamped model departs from the leading law by about 1% at 0.1 eV below resonance and by 8% at 0.03 eV. For a line a few tenths of an eV wide, absorption therefore sets the limit first.

The value of \(a_3\) is sensitive to the range of the coupling. Add second neighbours at \(\pm a\) along the cube axes, with both couplings multiplied by \(\rho\). Their anisotropic part of \(D\) is \(\tfrac12\rho\kappa\cdot2a^2q_i^2\delta_{ij}=\rho\kappa a^2q_i^2\delta_{ij}\). The corresponding first-neighbour term is \(-\tfrac14\kappa a^2q_i^2\delta_{ij}\), as the value of \(a_3\) above requires. Hence \(a_3\) is multiplied by \(1-4\rho\), and \(\rho=0.1\) lowers its magnitude by 40%. At \(\rho=\tfrac14\) the leading birefringence vanishes, and for larger \(\rho\) it changes sign. Otherwise the optic axes stay where they are. The model also omits the anisotropic \(q^2\) part of the dipole–dipole lattice sum. For unscreened point dipoles with the \(F\) used below, that part acts like \(\kappa\approx+3.7\) eV², larger than the value chosen below and opposite in sign. \(K_L\) and \(K_T\) are therefore effective parameters, and the model does not identify the mechanism in a real crystal.

## A lens blank at 157 nm

Take \(\lambda=157\) nm (\(W=7.897\) eV), \(a=0.55\) nm, \(W_0=11.0\) eV, \(F=55\) eV², \(\varepsilon_b=1.50\), \(K_L=-1.0\) eV² and \(K_T=0.5\) eV². Then \(G=58.64\) eV², \(n_0=1.561\) and \(q=0.0625\) nm⁻¹. The anisotropy constant is
\[
a_3=\frac{55\times(-1.5)\times0.55^2}{4\times58.64^2}\ \mathrm{nm^2}=-1.81\times10^{-3}\ \mathrm{nm^2},
\]
and the birefringence along 110 is
\[
n_{[1\bar10]}-n_{[001]}=\frac{a_3q^2}{4n_0}=-1.13\times10^{-6}.
\]
The full wave equation of the model was also solved numerically, by iterating each index until it agreed with the permittivity at its own wavevector. The result differs from the leading-order law by \(2.4\times10^{-5}\) of its value.

Over 20 mm the retardance is \(-22.7\) nm, or a phase of \(-52^\circ\). The minus sign means that \([1\bar10]\) is the fast polarization.

A ray tilted by 10° from 100 toward 010 has 0.117 of the 110 birefringence. This equals \(\sin^220^\circ\), because \(\Delta\mu=2x_1x_2\) in that plane. The same tilt from 111 toward 001 gives 0.255. The opposite tilt, toward 110, gives 0.37. The linear law would give about 0.33 for both, so 10° is already beyond its accurate range, and the splitting there depends on azimuth.

At 193 nm, with the model parameters held fixed, the birefringence is \(-3.8\times10^{-7}\). Scaling by \(\lambda^{-2}\) alone would give \(-7.5\times10^{-7}\). The further drop arises mainly because \(a_3\propto G^{-2}\), and \(G\) grows as the photon energy moves away from resonance.

These parameters imitate calcium fluoride, a class \(O_h\) crystal whose intrinsic birefringence at this wavelength is roughly \(10^{-6}\) in magnitude. The couplings were chosen to reach that size, so the agreement is no prediction. The imitation holds only near 157 nm. At 193 nm the model index is 1.48, against about 1.50 for calcium fluoride, and a single resonance fixes one sign and one smooth decrease at all longer wavelengths, steeper than \(\lambda^{-6}\) at 157 nm and approaching \(\lambda^{-2}\) far from resonance. A crystal with several contributing transitions need not follow this, so the wavelength dependence found here should not be carried over to the real material. Real blanks break the assumption of zero stress. With a rough stress-optic coefficient of 2 TPa⁻¹, a residual stress of 0.05 MPa adds about \(1\times10^{-7}\), or 9% of the 110 value, and 0.57 MPa would equal it. Such stress can also produce birefringence along 100 and 111. Two other effects are smaller in this model: a resonance width of 0.3 eV lowers the magnitude of the real part by 0.6%, and 10 K of warming, with an assumed resonance drift of \(-0.5\) meV/K, raises it by 0.4%. The width is a test of the real part only. If it applied unchanged so far from resonance, the extinction coefficient would be about 0.012 and the model would absorb 157 nm light within about a micrometre, so a transparent blank must have far weaker damping at this photon energy.

All numerical values are calculated from the stated model.
